# Fourier solution of periodic piezoelectric media with controlled mean fields

A misfitting wire inside a wide-gap polar crystal is strained by its surroundings. The strain polarizes it, its spontaneous polarization differs from that of the host, and a charged line defect may lie near its edge. Bound and free charges produce an electric field, which in turn stresses the crystal. What voltage develops across the wire? In a periodic cell the answer also depends on what is held fixed outside the cell, and a Fourier calculation can settle that question without showing that it has done so.

A naive scheme solves elasticity with average stiffness, computes the polarization charge, and divides its Fourier coefficients by an average permittivity times \(k^2\), omitting \(k=0\). It has three faults: varying coefficients couple different \(k\), the field's stress is ignored, and the omitted coefficient hides a boundary condition. The design below removes them. It also checks the balance between grid points, which a small algebraic residual does not prove.

## Laws, signs and units

Take small static strain, prescribed free charge, and no screening by mobile carriers or flexoelectricity. Let \(C,e,\kappa\) be the stiffness, piezoelectric tensor and permittivity, \(\varepsilon^0\) the stress-free strain, and \(P^0\) the spontaneous polarization. Then
\[
\begin{aligned}
\sigma&=C(\varepsilon-\varepsilon^0)-e^{\mathsf T}E, & \nabla\!\cdot\sigma+f&=0,\\
D&=e(\varepsilon-\varepsilon^0)+\kappa E+P^0, & \nabla\!\cdot D&=\rho .
\end{aligned}
\]
Here \(f\) is body force and \(\rho\) free charge. With periodic \(u,\phi\), the strain is its mean plus the symmetric gradient of \(u\), and \(E=\bar E-\nabla\phi\). Strains and stresses are six-component lists; shear strains are engineering strains, such as \(\partial_zu_y+\partial_yu_z\), so that \(\sigma\cdot\varepsilon\) counts shear work correctly.

Lengths are in nm, stresses in GPa, potentials in V and \(D\) in C/m². These units are coherent, because \(1\,(\mathrm{C/m^2})(\mathrm{V/nm})=10^9\,\mathrm{J/m^3}=1\) GPa.

Collect the fields as
\[
g=\binom{\varepsilon}{E},\quad s=\binom{\sigma}{D},\quad
w=\binom{u}{\phi},\quad
L=\begin{pmatrix}C&-e^{\mathsf T}\\ e&\kappa\end{pmatrix}.
\]
With \(g^0=(\varepsilon^0,0)\) and \(s^0=(0,P^0)\), both material laws become \(s=L(g-g^0)+s^0\).

## Separating derivatives from products

The product \(\kappa E\) has Fourier coefficients \(\sum_{k'}\hat\kappa(k-k')\hat E(k')\). Division by a single \(\kappa k^2\) is therefore justified for uniform \(\kappa\), not for a varying one. Derivatives, however, are diagonal in \(k\), and material products are diagonal in position. Fast Fourier transforms let each operation be done where it is simple.

For \(k\ne0\), write \(\hat g=B(k)\hat w\). Typical rows are
\[
\hat\varepsilon_{xx}=ik_x\hat u_x,\qquad
\hat\varepsilon_{yz}=i(k_z\hat u_y+k_y\hat u_z),\qquad
\hat E=-ik\hat\phi .
\]
The adjoint of \(B\) gives the balance laws. Its first row is
\[
(B^\dagger\hat s)_1=-i(k_x\hat\sigma_{xx}+k_y\hat\sigma_{xy}+k_z\hat\sigma_{xz})
=-\widehat{(\nabla\!\cdot\sigma)_x}=\hat f_x .
\]
For the potential, conjugation turns \(-ik\) into \(+ik\), so the fourth row is \(ik\cdot\hat D=\hat\rho\). Together,
\[
B^\dagger\hat s=\hat q,\qquad \hat q=(\hat f,\hat\rho),\qquad k\ne0 .
\]

The grid has an odd number of points in each varying direction. On an even grid the highest cosine alternates in sign from point to point, and its derivative, a sine, vanishes at every point. Its gradient would be invisible.

## What belongs at zero frequency

Averaging a divergence over a periodic cell gives zero. The balance laws therefore require \(\langle f\rangle=0\) and \(\langle\rho\rangle=0\). Deleting \(\hat\rho(0)\) from a charged cell silently adds a uniform neutralizing charge. That may be a sensible model of a background, but it must be stated.

The means of \(u\) and \(\phi\) are gauge constants. The means of strain and field are physical, and they cannot come from periodic \(u,\phi\), whose gradients average to zero. For each of the nine components, prescribe either \(\langle g_j\rangle\) or \(\langle s_j\rangle\). If \(\langle s_j\rangle\) is prescribed, \(\langle g_j\rangle\) is an additional unknown.

These data determine the fields. Let \(\delta g\) be the difference of two solutions, so that \(\delta s=L\delta g\). Parseval's identity gives
\[
\langle\delta g\cdot\delta s\rangle
=\langle\delta g\rangle\cdot\langle\delta s\rangle
+\sum_{k\ne0}\delta\hat w^\dagger B^\dagger\delta\hat s=0 .
\]
The sum vanishes because the sources are equal. The first term vanishes because in each component one of the two means is fixed. On the other hand,
\[
\begin{aligned}
\delta g\cdot L\delta g
&=\delta\varepsilon\cdot C\delta\varepsilon-\delta\varepsilon\cdot e^{\mathsf T}\delta E
+\delta E\cdot e\,\delta\varepsilon+\delta E\cdot\kappa\delta E\\
&=\delta\varepsilon\cdot C\delta\varepsilon+\delta E\cdot\kappa\delta E .
\end{aligned}
\]
The middle terms are equal numbers with opposite signs. If \(C\) and \(\kappa\) are uniformly positive definite, \(\delta g=0\). The same argument holds for grid averages, so the finite square linear system has no null vector apart from the gauge constants and has a solution.

This is why \(E\), rather than \(\nabla\phi\), is paired with strain. In terms of \(\nabla\phi\) the coefficient matrix is symmetric, with diagonal blocks \(C\) and \(-\kappa\), but its quadratic form takes both signs. The pairing used here gives up symmetry and gains positivity.

## An iteration whose bound does not deteriorate with the grid

Derivatives amplify high frequencies, so the raw equations become worse conditioned on finer grids. A uniform reference material removes this factor. Choose \(L_0=\operatorname{diag}(\langle C\rangle,\langle\kappa\rangle)\), and at each \(k\ne0\) factor
\[
B^\dagger L_0B=RR^\dagger,\qquad \hat w=R^{-\dagger}\hat y,\qquad T=BR^{-\dagger}.
\]
Then \(T^\dagger L_0T=R^{-1}(RR^\dagger)R^{-\dagger}=1\). For the free means, let \(J\) select their components, factor \(J^{\mathsf T}L_0J=R_0R_0^{\mathsf T}\), and use \(T_0=JR_0^{-\mathsf T}\). This block is normalized in the same way.

Let \(G\) hold the prescribed means of \(g\), with zeros in the free places, and let \(F\) be the Fourier transform. Then \(g=G+F^{-1}Ty\), where \(T\) now includes \(T_0\) at \(k=0\). Inserting this in the material law and multiplying the balance equations by \(R^{-1}\) gives
\[
\begin{aligned}
Ky&=b, & K&=T^\dagger FLF^{-1}T,\\
b_k&=R^{-1}\hat q-T^\dagger F[L(G-g^0)+s^0]_k, & k&\ne0,\\
b_0&=T_0^{\mathsf T}\{S-\langle L(G-g^0)+s^0\rangle\}, &&
\end{aligned}
\]
where \(S\) holds the prescribed means of \(s\). GMRES solves this nonsymmetric system using products with \(K\).

To bound its convergence, define \(\tilde L=L_0^{-1/2}LL_0^{-1/2}\). Let \(\alpha\) be the smallest eigenvalue of its symmetric part over the grid, and \(M\) its largest norm. For a vector \(y\), set \(v=L_0^{1/2}F^{-1}Ty\). Normalization gives \(\langle|v|^2\rangle=\|y\|^2\), while \(y^\dagger Ky=\langle v^\dagger\tilde Lv\rangle\). Hence
\[
\operatorname{Re}y^\dagger Ky\ge\alpha\|y\|^2,\qquad \|Ky\|\le M\|y\|.
\]
The second inequality follows by applying the same identity to \(z^\dagger Ky\) for every unit vector \(z\). A simple correction changes a residual \(r\) into \(r-\omega Kr\), with
\[
\|r-\omega Kr\|^2\le(1-2\omega\alpha+\omega^2M^2)\|r\|^2 .
\]
The right side is smallest at \(\omega=\alpha/M^2\), where the factor is \(1-\alpha^2/M^2\). After \(m\) steps GMRES has the smallest residual in a space that contains the result of \(m\) such corrections, so
\[
\|r_m\|\le(1-\alpha^2/M^2)^{m/2}\|r_0\| .
\]
The constants come from local material values. Refinement does not degrade the bound as long as \(C\) and \(\kappa\) stay within fixed positive limits and \(e\) stays bounded. A void, with \(C=0\), violates this condition.

In the wire example below, \(\alpha=0.918\) and \(M=1.163\), so the bound per step is \(\sqrt{1-(0.918/1.163)^2}\approx0.614\). Reaching a relative residual of \(10^{-11}\) would need at most 52 steps by this estimate. The calculation took 13 on each of four grids.

## A layered case with a closed solution

The signs and the treatment of the means need a check outside the Fourier method. Let all coefficients depend on \(\xi=n\cdot x\), with no sources. Write \(B(k)=ib(k)\), with \(b\) real. The fields are \(g=G+b(n)a(\xi)\), where \(G\) now denotes the full mean, \(a=dw/d\xi\) and \(\langle a\rangle=0\).

Traction and normal \(D\) are constant across layers, so \(b^{\mathsf T}s=t\) is constant. With \(p=L(G-g^0)+s^0\) and \(H=b^{\mathsf T}Lb\),
\[
Ha+b^{\mathsf T}p=t\quad\Longrightarrow\quad a=H^{-1}(t-b^{\mathsf T}p).
\]
\(H\) is invertible because the quadratic form of \(L\) is positive and a nonzero \(a\) gives a nonzero \(ba\). The condition \(\langle a\rangle=0\) fixes
\[
t=\langle H^{-1}\rangle^{-1}\langle H^{-1}b^{\mathsf T}p\rangle .
\]
The mean of \(s\) is then an affine function of \(G\), and a small linear system supplies the free means.

The test uses layers tilted by 45° to the polar axis, made of the host and wire materials of the next section. The wire fraction is \([1+e^{3\cos\theta}]^{-1}\), where \(\theta\) advances by \(2\pi\) per period. The mean conditions are also those of the next section, with zero mean \(D_z\). Both routes give \(\bar E_z=0.608701\) V/nm. The largest difference in any strain or field component is about \(10^{-12}\) in the units used. A separate three-dimensional test starts from chosen \(u,\phi\), derives the sources from full tensors, and recovers the chosen functions to about \(10^{-11}\) in nm and V.

## A wire and a charged line

The worked model is uniform along \(y\) and has period \(L_c=20\) nm along \(x\) and the polar axis \(z\). Its round parameters have wurtzite symmetry and do not represent a named material. The elastic constants are in GPa, the piezoelectric ones in C/m², and \(\kappa_r\) is the isotropic permittivity divided by that of vacuum:

| | \(C_{11}\) | \(C_{12}\) | \(C_{13}\) | \(C_{33}\) | \(C_{44}\) | \(e_{31}\) | \(e_{33}\) | \(e_{15}\) | \(\kappa_r\) |
|---|---|---|---|---|---|---|---|---|---|
| host | 380 | 140 | 100 | 400 | 100 | −0.4 | 0.8 | −0.3 | 10 |
| wire | 400 | 140 | 110 | 380 | 120 | −0.6 | 1.4 | −0.4 | 9 |

The wire's stress-free strain is \(-0.010\) along \(x\) and \(y\) and \(-0.015\) along \(z\). \(P^0_z\) is \(-0.03\) C/m² in the host and \(-0.06\) C/m² in the wire. All coefficients are mixed linearly with wire fraction
\[
\chi=\left[1+e^{-5\psi}\right]^{-1},\qquad
\psi=-\cos\frac{2\pi x}{L_c}-\cos\frac{2\pi z}{L_c}-1 .
\]
On the line \(x=10\) nm, \(\chi=1/2\) at \(z=5\) and 15 nm. The wire voltage below is the potential at 15 nm minus that at 5 nm.

A smooth line charge of \(-0.1\) e/nm lies at \((x_0,z_0)=(7,13)\) nm, with a uniform neutralizing background. Its density is proportional to \(\exp\{[\cos q(x-x_0)+\cos q(z-z_0)-2]/(qa)^2\}\), with \(q=2\pi/L_c\) and \(a=1.2\) nm. Near its center this is a Gaussian of standard deviation \(a\); its tails are somewhat heavier. It represents the charge of a line defect, not its strain. Mean in-plane strains are zero, as for a clamped film, and the mean stresses \(zz,yz,xz\) vanish. The mean fields along \(x\) and \(y\) are zero.

First take a short circuit, \(\bar E_z=0\). At the wire's center \(\varepsilon_{xx}=-0.00729\), \(\varepsilon_{zz}=-0.01194\) and \(E_z=0.189\) V/nm. There \(\chi=0.993\), so the stress-free strains are \(-0.00993\) and \(-0.01490\). The elastic strains are therefore 0.00264 along \(x\), 0.00993 along the clamped direction \(y\), and 0.00296 along \(z\). With the wire's coefficients,
\[
\begin{aligned}
\sigma_{xx}&\approx400(0.00264)+140(0.00993)+110(0.00296)+0.6(0.189)\\
&\approx1.06+1.39+0.33+0.11=2.89\ \mathrm{GPa}.
\end{aligned}
\]
The last term is the stress exerted by the field. The wire would like to be smaller than the host allows, and its center is in tension.

The wire voltage is \(-1.31\) V, or \(-0.0482\) hartree per elementary charge. If the field's stress is omitted, it becomes \(-1.36\) V, a change of 3.4% relative to the coupled value. For a uniform medium with clamped in-plane strain and \(\sigma_{zz}=0\), the origin of such a change is explicit. A field change \(\delta E\) causes \(\delta\varepsilon_{zz}=e_{33}\delta E/C_{33}\), hence
\[
\delta D_z=\left(\kappa+\frac{e_{33}^2}{C_{33}}\right)\delta E .
\]
The deformation adds to the permittivity. Omitting it makes the dielectric response too weak.

## Balance between the grid points

GMRES makes the residual of the collocated equations small. That does not make the field correct, because the product of a varying coefficient and a trigonometric polynomial contains frequencies that the grid cannot distinguish. A separate check evaluates the coefficients and the interpolated \(g\) on the edges of a box, \(3<x<12\) nm and \(8.5<z<17\) nm. The net force must vanish and the flux of \(D\) must equal the enclosed charge.

| Points per side | Net force (N/m) | Gauss error (e/nm) |
|---|---|---|
| 21 | \(3.5\times10^{-2}\) | \(1.1\times10^{-4}\) |
| 31 | \(1.3\times10^{-3}\) | \(2.6\times10^{-5}\) |
| 45 | \(4.5\times10^{-6}\) | \(4.3\times10^{-7}\) |
| 63 | \(7.0\times10^{-8}\) | \(1.0\times10^{-9}\) |

All four runs met the same algebraic tolerance. On the coarsest grid the Gauss error is still 0.14% of the enclosed charge, \(-0.0806\) e/nm. That charge can be checked by hand. The box covers \(9\times8.5=76.5\) nm² of the cell's 400 nm², so the background contributes \(0.1\times76.5/400=0.0191\) e/nm. With the full line charge the sum would be \(-0.0809\) e/nm; the small remainder is the tail of the line charge outside the box.

The rapid decrease belongs to smooth interfaces. At a sharp interface strain and field jump, and trigonometric interpolation oscillates there, so this convergence should not be assumed.

## Open circuit is not simply zero mean \(D\)

Suppose the cell face at \(z=0\) carries no net electric flux. Let \(\Phi(z)\) and \(\bar\rho(z)\) be the averages of \(D_z\) and \(\rho\) over \(x,y\). Averaging Gauss's law gives \(\Phi'=\bar\rho\). Integrating twice and exchanging the order of integration,
\[
\begin{aligned}
\langle D_z\rangle&=\Phi(0)+\frac1{L_c}\int_0^{L_c}dz\int_0^z\bar\rho(z')\,dz'\\
&=\Phi(0)+\frac1{L_c}\int_0^{L_c}(L_c-z')\bar\rho(z')\,dz'\\
&=\Phi(0)-\frac1{L_c}\int_0^{L_c}z\bar\rho(z)\,dz .
\end{aligned}
\]
The last step uses neutrality. Without free charge, zero mean \(D_z\) and zero face flux agree. With it, they agree if the first moment vanishes.

Here the line is 3 nm above the center of its background. The required mean is \(0.1\times3/400=7.5\times10^{-4}\) e/nm², or \(1.20\times10^{-4}\) C/m². Imposing it gives a face flux below \(10^{-13}\) C/m² in magnitude and \(\bar E_z=0.4332\) V/nm. Imposing zero mean \(D_z\) instead leaves a face flux of \(-1.20\times10^{-4}\) C/m² and gives \(0.4319\) V/nm. The difference is small for this weak, nearly centered charge, but it grows in proportion to the charge and, as long as the line charge stays clear of the cell face, to its displacement.

The condition also needs an absolute polarization. Bulk theory fixes \(P^0\) only relative to a reference structure, so the value used here amounts to an assumption about the charge of the termination. Adding a uniform \(\delta P\) at fixed \(\bar E_z\) raises \(\langle D_z\rangle\) by \(\delta P\) and leaves strain and field unchanged, because a constant has no divergence. At fixed \(\langle D_z\rangle\), the mean field must compensate:
\[
\delta\bar E_z=-\frac{\delta P}{\kappa_{\rm eff}},\qquad
\kappa_{\rm eff}=\frac{\partial\langle D_z\rangle}{\partial\bar E_z},
\]
with the mechanical conditions held. A shift of 0.01 C/m² changes \(\bar E_z\) by \(-0.1123\) V/nm, so \(\kappa_{\rm eff}=0.0890\) (C/m²)/(V/nm). This number connects the two circuits. The short-circuit mean \(D_z\) is \(-0.03845\) C/m², and raising it to \(0.00012\) C/m² requires
\[
\bar E_z=\frac{0.00012+0.03845}{0.0890}\approx0.433\ \mathrm{V/nm},
\]
as found by the direct solution.

With the uncharged face the wire voltage is \(-5.73\) V, more than four times the short-circuit value. Omitting the field's stress under this same face condition gives \(-5.95\) V, an error of 4.0% relative to the coupled value. The choice at \(k=0\) matters far more here. Such a voltage is comparable with or above the gap of many wide-gap crystals, roughly 3 to 6 eV, divided by the elementary charge. Mobile carriers could then appear and screen the field, and the assumption of prescribed charge would fail. The fields point the same way: 0.43 V/nm on average and 0.63 V/nm at the wire's center exceed the breakdown field of roughly 0.3 V/nm usually quoted for GaN and 4H-SiC, and the drop \(\bar E_zL_c\approx8.7\) V per period accumulates along a stack. Real polar faces usually gather compensating charge, so the uncharged face is a limiting case of the model rather than a prediction for a device. The face condition also controls the net flux, not \(D_z\) at each point of the face, so fringing fields at the ends of a finite stack lie outside this periodic model. The complete values are in the numerical output.

## Table of computed values

```
parameter order: C11 C12 C13 C33 C44 [GPa], e31 e33 e15 [C/m^2], kappa_r
host: 380 140 100 400 100 -0.4 0.8 -0.3 10
wire: 400 140 110 380 120 -0.6 1.4 -0.4 9
wire misfit a, c: -0.010, -0.015
P0 host, wire: -0.030, -0.060 C/m^2
cell side: 20.0 nm; profile sharpness: 5.0
line charge: -0.10 e/nm, width 1.2 nm
line position x, z: 7.0, 13.0 nm
manufactured: max error of u [nm], phi [V]: 1.1e-11
manufactured: max error of mean strain, E: 2.8e-13
manufactured: GMRES steps: 26
laminate mean E_z, closed form: 0.60870078 V/nm
laminate mean E_z, FFT: 0.60870078 V/nm
laminate max error of strain, E [V/nm]: 1.3e-12
laminate max error of stress [GPa], D: 1.6e-11
box x1 x2 z1 z2 [nm]: 3.0 12.0 8.5 17.0
N=21: steps 13, net force 3.5e-02 N/m, Gauss error 1.1e-04 e/nm
N=31: steps 13, net force 1.3e-03 N/m, Gauss error 2.6e-05 e/nm
N=45: steps 13, net force 4.5e-06 N/m, Gauss error 4.3e-07 e/nm
N=63: steps 13, net force 7.0e-08 N/m, Gauss error 1.0e-09 e/nm
box D flux, N=63: -0.0805883 e/nm
box enclosed charge: -0.0805883 e/nm
coercivity alpha: 0.9183; norm M: 1.1629
GMRES bound per step: 0.6135
short: center strain xx, zz: -0.007289, -0.011937
short: center stress xx: 2.8871 GPa
short: center stress zz: 2.2446 GPa
short: center E_z: 0.18935 V/nm
short: mean strain zz: -0.003830
short: mean D_z: -0.038452 C/m^2
short: wire voltage: -1.31256 V
short: wire voltage: -0.048236 hartree/e
uncharged face: mean D_z: 1.2016e-04 C/m^2
uncharged face: face flux D_z: -2.7e-14 C/m^2
uncharged face: mean E_z: 0.433226 V/nm
uncharged face: center E_z: 0.63298 V/nm
uncharged face: wire voltage: -5.72537 V
zero mean D: mean E_z: 0.431876 V/nm
zero mean D: face flux D_z: -1.2016e-04 C/m^2
zero mean D: wire voltage: -5.71162 V
uniform P0 shift: 0.010 C/m^2
shift, short: max change of strain, E: 5.8e-16
shift, uncharged face: mean E_z change: -0.112317 V/nm
one-way, short: wire voltage: -1.35775 V
one-way, uncharged face: voltage: -5.95480 V
```
